# Absorption at the edge of a massive Dirac sheet

## The problem

A flat sheet, much thinner than the wavelength of light, hangs in vacuum. Near the band edge its electrons are described by four copies, two valleys $\tau=\pm1$ times two spins $s_z=\pm1$, of

$$H=\hbar v(\tau k_x\sigma_x+k_y\sigma_y)+m\sigma_z,\qquad |m|=\frac{\Delta}{2}.$$

Here $\mathbf k$ is measured from the valley centre, $v$ is the Dirac velocity, $\Delta$ is the gap, and the Pauli matrices act on the two orbital components. The sheet is undoped and cold, so the lower band is full and the upper band empty. Weak light of photon energy $E=\hbar\omega$ arrives at normal incidence. The electrons are treated as independent, so excitons are ignored.

What fraction of the light is absorbed just above $E=\Delta$, and how does it compare with the fraction absorbed by the massless sheet, $\Delta=0$? How far do a finite linewidth, the sheet's own radiated field and temperature move the answer?

## A tempting but wrong solution

The bands are $\pm\varepsilon$ with

$$\varepsilon=\sqrt{(\hbar vk)^2+(\Delta/2)^2}.$$

The photon's in-plane momentum is zero, so transitions are vertical in $\mathbf k$ and cost $2\varepsilon$. The number of transitions per unit area and energy, for one copy, is

$$J(E)=\int\frac{d^2k}{(2\pi)^2}\,\delta(2\varepsilon-E)=\int\frac{k\,dk}{2\pi}\,\delta(2\varepsilon-E).$$

Differentiating $\varepsilon^2$ gives $\varepsilon\,d\varepsilon=\hbar^2v^2k\,dk$. Since $\delta(2\varepsilon-E)=\tfrac12\delta(\varepsilon-E/2)$,

$$J(E)=\frac{1}{2\pi\hbar^2v^2}\int_{\Delta/2}^{\infty}\varepsilon\,d\varepsilon\,\frac12\,\delta(\varepsilon-E/2)=\frac{E}{8\pi\hbar^2v^2},\qquad E>\Delta.$$

The gap has dropped out except as a lower limit. At equal photon energy and equal $v$, the massive sheet offers as many transitions as the massless one.

The massless sheet is known to absorb the fraction $\pi\alpha$ at every photon energy, where $\alpha=e^2/(4\pi\varepsilon_0\hbar c)$. It is then natural to argue that the gap merely removes the transitions below $\Delta$ and leaves the rest alone. The absorptance would be a step of height $\pi\alpha$, or 2.3 percent, and the ratio to the massless sheet would be 1.

## Where it fails

The count of transitions is right. The fault is the silent assumption that each transition keeps its strength.

In the massless sheet, the squared matrix element of the velocity along $x$ is $v^2\sin^2\varphi$, where $\varphi$ is the direction of $\mathbf k$. States with $\mathbf k$ along the field do not absorb, those with $\mathbf k$ across it absorb fully, and the average is $v^2/2$. At the edge of the massive sheet, however, the transitions sit at $k=0$, where $\varphi$ has no meaning. An expression that depends on $\varphi$ cannot hold there, so the matrix element must be computed with the mass in place.

## The right solution

**Coupling to light.** The electron has charge $-e$, so the field enters through $\hbar\mathbf k\to\hbar\mathbf k+e\mathbf A$. Take the electric field along $x$, $\mathcal E(t)=\mathcal E_0\cos\omega t$. From $\mathcal E=-dA/dt$,

$$A(t)=-\frac{\mathcal E_0}{\omega}\sin\omega t.$$

Because $H$ is linear in $\mathbf k$, the perturbation is

$$H'=e\hat v_xA(t),\qquad \hat v_x=\frac1\hbar\frac{\partial H}{\partial k_x}=\tau v\sigma_x .$$

**Matrix element.** Write $H=\varepsilon\,\mathbf n\cdot\boldsymbol\sigma$, with the unit vector

$$\mathbf n=\frac{1}{\varepsilon}\left(\tau\hbar vk\cos\varphi,\;\hbar vk\sin\varphi,\;m\right).$$

The upper state $|c\rangle$ has pseudospin along $\mathbf n$ and the lower state $|v\rangle$ along $-\mathbf n$, so $\langle v|\sigma_x|v\rangle=-n_x$. Now insert the complete set $|c\rangle,|v\rangle$ into $\langle v|\sigma_x^2|v\rangle=1$:

$$|\langle c|\sigma_x|v\rangle|^2+n_x^2=1 .$$

Hence

$$|\langle c|\hat v_x|v\rangle|^2=v^2(1-n_x^2)=v^2\left[1-\frac{(\hbar vk)^2}{\varepsilon^2}\cos^2\varphi\right].$$

The average of $\cos^2\varphi$ is $1/2$, and $(\hbar vk)^2=\varepsilon^2-\Delta^2/4$, so

$$\overline{|\langle c|\hat v_x|v\rangle|^2}=v^2\left[1-\frac12+\frac{\Delta^2}{8\varepsilon^2}\right]=\frac{v^2}{2}\left[1+\left(\frac{\Delta}{2\varepsilon}\right)^2\right].$$

Without mass this is $v^2/2$. At the massive edge, $2\varepsilon=\Delta$, it is $v^2$. The geometry shows why. At $k=0$ the pseudospin points along $\pm z$, and $\sigma_x$ flips it completely. In the massless sheet the pseudospin lies in the plane, and $\sigma_x$ flips only the part perpendicular to $x$.

**Absorbed power.** The part of $\sin\omega t$ that drives upward transitions has half the full amplitude, so the effective perturbation has magnitude $(e\mathcal E_0/2\omega)|\langle c|\hat v_x|v\rangle|$. For $g$ equal copies, the golden rule gives the transition rate per area

$$W=g\,\frac{2\pi}{\hbar}\left(\frac{e\mathcal E_0}{2\omega}\right)^2\frac{v^2}{2}\left[1+\frac{\Delta^2}{E^2}\right]\frac{E}{8\pi\hbar^2v^2}.$$

The delta function has set $2\varepsilon=E$ in the matrix element. Each transition takes $E=\hbar\omega$ from the light. Multiplying by $E$ and using $E^2/\omega^2=\hbar^2$,

$$P=EW=g\,\frac{2\pi}{4\cdot2\cdot8\pi}\,\frac{e^2\mathcal E_0^2}{\hbar}\left[1+\frac{\Delta^2}{E^2}\right]=\frac{g\,e^2\mathcal E_0^2}{32\hbar}\left[1+\frac{\Delta^2}{E^2}\right].$$

The velocity has cancelled: a faster band has stronger transitions but fewer of them, in the same proportion.

**Absorptance.** The incident intensity is $\varepsilon_0c\,\mathcal E_0^2/2$. With $e^2/(\varepsilon_0\hbar c)=4\pi\alpha$,

$$A(E)=\frac{g\,e^2}{16\varepsilon_0\hbar c}\left[1+\frac{\Delta^2}{E^2}\right]=\frac{g\pi\alpha}{4}\left[1+\frac{\Delta^2}{E^2}\right],\qquad E>\Delta,$$

and $A=0$ below the gap. For $g=4$,

$$A(E\to\Delta^+)=2\pi\alpha=4.6\ \text{percent},\qquad A_{\Delta=0}=\pi\alpha=2.3\ \text{percent}.$$

The ratio is 2, and it comes from the matrix element alone. These are results to first order in $\alpha$, because the field acting on the electrons was taken to be the incident field.

Far above the gap the bracket tends to 1 and the massless value returns. The fourfold degeneracy also matters: if a spin splitting left only two copies at the lower edge, then $g=2$ there and the first step would be $\pi\alpha$, the same as for the fourfold massless sheet.

The golden rule can be checked by solving the time-dependent Schrödinger equation for a weak Gaussian pulse centred at $E=1.2\Delta$, with an envelope of standard deviation $30\hbar/\Delta$. The absorbed energy corresponds to 3.883 percent, against 3.885 percent from the formula. With the mass removed and the pulse unchanged, it corresponds to 2.292 percent, against 2.293.

## Does the polarization matter?

For a mass produced by spin-orbit coupling, $m=\tau s_z\Delta/2$. The calculation above used only $m^2$, so its result stands for linear polarization. Circular light has $\hat{\mathbf e}_\pm=(1,\pm i)/\sqrt2$. With $\sigma_+$ and $\sigma_-$ raising and lowering the pseudospin, $\sigma_x=\sigma_++\sigma_-$ and $i\sigma_y=\sigma_+-\sigma_-$, so

$$\hat{\mathbf e}_\pm\cdot\hat{\mathbf v}=\frac{v}{\sqrt2}\left[(\tau\pm1)\sigma_++(\tau\mp1)\sigma_-\right].$$

At $k=0$, absorption needs $\sigma_+$ if $m>0$ and $\sigma_-$ if $m<0$. For $s_z=+1$ the sign of $m$ is $\tau$. In the valley $\tau=1$ the relevant coefficient is $1\pm1$; in the valley $\tau=-1$ it is $-1\mp1$. Both vanish for the lower sign, so spin up absorbs $\hat{\mathbf e}_+$ alone at the edge, with squared element $2v^2$. Spin down absorbs $\hat{\mathbf e}_-$ alone.

For either helicity, two copies contribute $2v^2$ each, a total of $4v^2$. Linear light finds four copies with $v^2$ each, the same total. The absorptance of the whole sheet is therefore 4.6 percent for either kind of light, although each helicity excites only one spin at the edge. Further above the gap this selection is no longer complete.

## The sheet's own field

The light drives a sheet current $K=\sigma\mathcal E$, where $\mathcal E$ is now the complex field at the sheet. This current radiates a field $-K/(2\varepsilon_0c)$ to both sides. With $s=\sigma/(\varepsilon_0c)$,

$$\mathcal E=\mathcal E_{\rm in}-\frac s2\mathcal E\quad\Rightarrow\quad\mathcal E=\frac{\mathcal E_{\rm in}}{1+s/2}.$$

The absorbed power is $\tfrac12\operatorname{Re}\sigma\,|\mathcal E|^2$, so

$$A=\frac{\operatorname{Re}s}{|1+s/2|^2}.$$

The first-order result is $A\approx\operatorname{Re}s$. Inserting $\operatorname{Re}s=0.04585$ and leaving out $\operatorname{Im}s$ for the moment gives $0.04585/(1.0229)^2=0.0438$. The massless sheet gives $0.02293/(1.0115)^2=0.0224$. The values become 4.4 and 2.2 percent, and their ratio 1.96. The factor of two is thus a first-order statement too.

## What "at threshold" means

A step in $\operatorname{Re}s$ forces structure in $\operatorname{Im}s$. For time dependence $e^{-i\omega t}$, causality makes $s$ analytic in the upper half of the complex energy plane, and $\operatorname{Re}s$ is even in energy. Therefore

$$s(z)=\frac i\pi\int_{-\infty}^{\infty}\frac{\operatorname{Re}s(E')}{z-E'}dE'=\frac{2iz}{\pi}\int_\Delta^\infty\frac{\pi\alpha(1+\Delta^2/E'^2)}{z^2-E'^2}dE',$$

where the first integral is taken between symmetric limits. Define $L=\ln[(\Delta+z)/(\Delta-z)]$. The two parts are

$$\int_\Delta^\infty\frac{dE'}{z^2-E'^2}=-\frac{L}{2z},$$

$$\int_\Delta^\infty\frac{\Delta^2\,dE'}{E'^2(z^2-E'^2)}=\frac{\Delta^2}{z^2}\int_\Delta^\infty\left[\frac1{E'^2}+\frac1{z^2-E'^2}\right]dE'=\frac{\Delta}{z^2}-\frac{\Delta^2L}{2z^3}.$$

Adding them and multiplying by $2i\alpha z$,

$$s(z)=i\alpha\left[\frac{2\Delta}{z}-\left(1+\frac{\Delta^2}{z^2}\right)L\right].$$

A linewidth can be modelled by $z=E+i\Gamma$, which convolves $s$ with a Lorentzian of half width $\Gamma$; other ways of broadening change the numbers near the edge slightly. At the centre of the edge, $E=\Delta$ with $\Gamma\ll\Delta$, the logarithm is $L\approx\ln(2\Delta/\Gamma)+i\pi/2$, so

$$s\approx\pi\alpha+2i\alpha\left[1-\ln\frac{2\Delta}{\Gamma}\right].$$

The real part is half of $2\pi\alpha$: the middle of a broadened step lies at half its height. The first-order value $2\pi\alpha$ thus belongs to the window $\Gamma\ll E-\Delta\ll\Delta$, above the linewidth but still close to the edge.

If $\Gamma$ is zero, $\operatorname{Im}s$ diverges logarithmically as $E\to\Delta$, and the radiated field would suppress the absorption at the edge itself. For this, $|s/2|$ must reach order 1, which requires $\alpha\ln[2\Delta/(E-\Delta)]\sim1$. The window is of order $\Delta e^{-1/\alpha}$ wide, with $1/\alpha\approx137$, and any real linewidth covers it.

## Numbers for stanene

Stanene, a single buckled layer of tin, suits the problem because its spin-orbit mass gives all four copies the same gap. Rough typical inputs are $\Delta=0.10$ eV and $v=5\times10^5$ m/s, so $\hbar v=0.329$ eV nm. The edge lies at a wavelength of about 12,400 nm, in the infrared.

At 0.20 eV the first-order absorptance is $2.293\,(1+0.25)=2.87$ percent, and at 0.30 eV it is 2.55 percent. Even at a photon energy of three times the gap, the absorptance is still about 11 percent above the massless value.

**Linewidth.** Take $\Gamma=1$ meV. With the radiated field included, the absorptance is 2.2 percent at 0.100 eV and 3.9 percent at both 0.105 and 0.110 eV. Why not 4.4? At 0.105 eV the bracket has already fallen, to give $2.293\,[1+(0.100/0.105)^2]=4.37$ percent. The broadened step has the approximate height factor $1-\arctan[\Gamma/(E-\Delta)]/\pi=0.94$, from the imaginary part of $L$. The radiated field removes roughly another 4 percent of the value. The product is close to 3.9 percent. With $\Gamma/\Delta=0.01$, the window in which the ideal value would appear does not open. Close to the edge the bracket costs the fraction $(E-\Delta)/\Delta$ and the broadened step the fraction $\Gamma/[\pi(E-\Delta)]$. Their sum is at least $2\sqrt{\Gamma/\pi\Delta}\approx0.11$, so even the first-order value stays about 11 percent below $2\pi\alpha$.

**Temperature.** Upward transitions are weighted by $f_v(1-f_c)$ and stimulated emission by $f_c(1-f_v)$, where $f_v$ and $f_c$ are the occupations of the lower and upper states. The difference is $f_v-f_c$. The undoped sheet has its chemical potential at midgap by the symmetry of the bands, so

$$f_v-f_c=\frac{1}{1+e^{-E/2k_BT}}-\frac{1}{1+e^{E/2k_BT}}=\tanh\frac{E}{4k_BT}.$$

At the edge this factor is 0.999 at 77 K and 0.75 at 300 K. With the gap held fixed, the first-order step falls from 4.6 percent to $4.585\times0.747=3.4$ percent at room temperature. For so small a gap, "cold" is a real condition on the absolute value. The massless sheet at the same photon energy loses the same factor, so the first-order ratio of 2 between the interband absorptances is unchanged.

**Lattice.** A nearest-neighbour honeycomb model with a constant mass, the same gap and velocity, and a rough lattice constant of 0.47 nm, gives 4.58 percent at $E=1.001\Delta$. At 0.20 eV it exceeds the Dirac formula by 0.4 percent of the value. Warping of the bands is a small matter in this model. A spin-orbit mass also varies with $\mathbf k$ on the lattice, which the model leaves out, so the 0.4 percent shows only the order of magnitude of such corrections and is not a value for stanene.

**Excitons.** The neglected attraction between electron and hole is not small. Near the edge $2\varepsilon\approx\Delta+2(\hbar vk)^2/\Delta$, which fixes the reduced mass $\mu$ through $\hbar^2/2\mu=2(\hbar v)^2/\Delta$. The sheet also screens the attraction. Expanding $L$ for $|z|\ll\Delta$ gives $s\approx-8i\alpha z/(3\Delta)$. Comparison with $\sigma=-i\omega\chi$ yields the sheet polarizability

$$\chi=\frac{8\alpha\varepsilon_0\hbar c}{3\Delta}=\frac{2e^2}{3\pi\Delta}.$$

For $\hbar vq\ll\Delta$, a potential $\phi_q$ induces the charge density $-\chi q^2\phi_q$, and a sheet charge density $\rho_q$ produces the potential $\rho_q/(2\varepsilon_0q)$. Solving for the total potential gives the interaction

$$V(q)=-\frac{e^2}{2\varepsilon_0q(1+r_0q)},\qquad r_0=\frac{\chi}{2\varepsilon_0}=\frac{e^2}{3\pi\varepsilon_0\Delta}=19\ \text{nm}.$$

The lowest bound state of this effective-mass problem has a binding energy of about 0.09 eV, nearly the whole gap. Parabolic bands and static screening are not justified for so strong a binding, and the small-$q$ form of the screening is only approximate here, so the figure says that binding and gap are comparable and no more.

**The real material.** For clean, freestanding stanene, 4.6 percent is therefore an independent-electron reference value and not a prediction of the measured edge: excitons would change both the position and the shape of the onset. A support weakens the attraction by screening, but it also changes the optics. Let a transparent substrate of refractive index $n$ fill the space behind the sheet, so that no light returns from a back surface, and let the light arrive from vacuum. Then continuity of the electric field and the jump of the magnetic field give $\mathcal E=2\mathcal E_{\rm in}/(1+n+s)$. To first order the absorptance is multiplied by $4/(1+n)^2$. For an illustrative index of 2 this turns 4.6 percent into 2.0 percent, with the sheet's bands held fixed. Doping, other bands and substrate-induced changes of the gap lie outside the model.

The full set of values is in the numerical output below.

## Numbers as computed

```
fine-structure constant alpha: 0.0072974
massless sheet, pi*alpha: 2.293 %
massive sheet just above edge, 2*pi*alpha: 4.585 %
squared matrix element at massive edge: 1.0000 v^2
squared matrix element, massless: 0.5000 v^2
pulse test at E = 1.2 gap, massive: 3.883 %
  formula at E = 1.2 gap: 3.885 %
pulse test, same E, massless: 2.292 %
with radiated field, massive edge: 4.382 %
with radiated field, massless: 2.241 %
  their ratio: 1.9554
Example: stanene, rough typical inputs
gap: 0.10 eV
Dirac velocity: 5.0e+05 m/s
lattice constant: 0.47 nm
hbar*v: 0.3291 eV nm
wavelength at the edge: 12398 nm
first-order absorptance at 0.12 eV: 3.885 %
first-order absorptance at 0.15 eV: 3.311 %
first-order absorptance at 0.20 eV: 2.866 %
first-order absorptance at 0.30 eV: 2.547 %
broadening gamma: 0.001 eV
broadened, radiated field, at 0.095 eV: 0.265 %
broadened, radiated field, at 0.100 eV: 2.185 %
broadened, radiated field, at 0.105 eV: 3.908 %
broadened, radiated field, at 0.110 eV: 3.880 %
Im s/2 at the broadened edge: -0.0315
occupation factor at edge, 77 K: 0.9989
  first-order edge absorptance: 4.580 %
occupation factor at edge, 300 K: 0.7474
  first-order edge absorptance: 3.427 %
lattice model at 1.001 gap: 4.580 %
lattice model, same E, massless: 2.296 %
lattice correction at 0.20 eV: 0.411 % of the value
screening length r0: 19.20 nm
exciton binding estimate: 0.0862 eV
  one-parameter trial function: 0.0843 eV
  binding / gap: 0.862
```
